# Debugging a numerical check: Reciprocal-Vector Cutoffs for Intervalley Overlap Factors at Donors in Silicon

```python
"""Silicon valley Bloch coefficients and intervalley overlap factors.

Result under test: for valley states psi_i = exp(i k_i.r) sum_G c_i(G) exp(iG.r),
  C_ij(G) = sum_G' conj(c_i(G')) c_j(G'+G)
obeys C_{Ri,Rj}(RG) = C_ij(G) for every tetrahedral operation R about an atom,
and a core potential U has valley matrix elements
  W_ij = |F(0)|^2 sum_G C_ij(G) Utilde(k_j-k_i+G).
G and k are in units 2 pi/a; energies and lengths are in Hartree atomic units
internally. F is the donor envelope. Form factors are given in rydberg.
Valley order: +x, -x, +y, -y, +z, -z.
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import physical_constants, k as boltzmann, e as charge
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

MEV = physical_constants["Hartree energy in eV"][0] * 1000
NM = physical_constants["Bohr radius"][0] * 1e9
LATTICE_NM = 0.543
K = 2 * np.pi / (LATTICE_NM / NM)
FORM = {3: -0.21, 8: 0.04, 11: 0.08}
DIR = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                [0, -1, 0], [0, 0, 1], [0, 0, -1]])
BOX = 45
PRODUCTION = 52
REFERENCE = 100


def lattice(n2max):
    """Reciprocal vectors of the fcc lattice: all even or all odd."""
    m = int(np.sqrt(n2max))
    r = np.arange(-m, m + 1)
    g = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    same_parity = (g % 2 == g[:, :1] % 2).all(axis=1)
    return g[same_parity & ((g**2).sum(axis=1) <= n2max)]


ALLG = lattice(4 * REFERENCE)


def potential(G, form, atom_origin=False):
    d = G[:, None] - G[None]
    n2 = (d**2).sum(axis=-1)
    total = d.sum(axis=-1)
    v = np.zeros(n2.shape)
    for shell, value in form.items():
        v[n2 == shell] = value / 2
    if atom_origin:
        return v * (1 + np.exp(-0.5j * np.pi * total)) / 2
    return v * np.cos(np.pi * total / 4)


def bands(k, G, V, first=None, last=None):
    H = V + np.diag(K**2 / 2 * ((np.asarray(k) + G)**2).sum(axis=1))
    subset = None if first is None else [first, last]
    return eigh(H, subset_by_index=subset)


def valley_model(form, cutoff, number=3):
    """Return k0, energy, atom-centred coefficients, G and potential."""
    G = lattice(cutoff)
    V = potential(G, form)

    def slope(x):
        c = bands([x, 0, 0], G, V, 4, 4)[1][:, 0]
        return c**2 @ (x + G[:, 0])

    k0 = brentq(slope, 0.6, 0.94, xtol=1e-11)
    coefficients = []
    for direction in DIR[:number]:
        energy, c = bands(k0 * direction, G, V, 4, 4)
        c = c[:, 0] * np.exp(-0.25j * np.pi * G.sum(axis=1))
        coefficients.append(c * np.conj(c.sum()) / abs(c.sum()))
    return k0, energy[0], np.array(coefficients), G, V


def overlap_factors(c, G):
    """Zero-padded correlations for all valley pairs."""
    box = np.zeros((len(c), BOX, BOX, BOX), complex)
    box[:, G[:, 0], G[:, 1], G[:, 2]] = c
    f = np.fft.fftn(box, axes=(1, 2, 3))
    return np.fft.ifftn(f.conj()[:, None] * f[None], axes=(2, 3, 4))


def element(C, i, j, k0, kernel, n2max=4 * REFERENCE):
    g = ALLG[(ALLG**2).sum(axis=1) <= n2max]
    q2 = K**2 * ((k0 * (DIR[j] - DIR[i]) + g)**2).sum(axis=1)
    return (C[i, j][tuple(g.T)] * kernel(q2)).sum()


# Valley, band edge and masses
k0, edge, c, G, V = valley_model(FORM, PRODUCTION, 6)
valence = bands([0, 0, 0], G, V, 3, 3)[0][0]
rng = np.random.default_rng(4)
trial = rng.uniform(-1, 1, (100, 3))
trial = trial[np.abs(trial).sum(axis=1) < 1.5]
assert len(trial) > 20
assert min(bands(k, G, V, 4, 4)[0][0] for k in trial) > edge
for point in ([0, 0, 0], [1, 0, 0], [0.5, 0.5, 0.5]):
    assert bands(point, G, V, 4, 4)[0][0] > edge
H_atom = potential(G, FORM, True)
for i in range(6):
    kinetic = K**2 / 2 * ((k0 * DIR[i] + G)**2).sum(axis=1)
    assert np.linalg.norm(H_atom @ c[i] + (kinetic - edge) * c[i]) < 1e-9

levels, states = bands(k0 * DIR[0], G, V)
masses = []
for axis in (0, 1):
    h = 0.002
    step = h * np.eye(3)[axis]
    ep = bands(k0 * DIR[0] + step, G, V, 4, 4)[0][0]
    em = bands(k0 * DIR[0] - step, G, V, 4, 4)[0][0]
    inverse_fd = (ep + em - 2 * edge) / (h * K)**2
    p = K * states.T @ ((k0 * DIR[0] + G)[:, axis] * states[:, 4])
    others = np.arange(len(levels)) != 4
    inverse_kp = 1 + 2 * np.sum(p[others]**2 / (levels[4] - levels[others]))
    assert abs(inverse_fd / inverse_kp - 1) < 1e-3
    masses.append(1 / inverse_kp)
m_l, m_t = masses
assert m_l > 0 and m_t > 0

# Every overlap factor against its explicit double sum
C = overlap_factors(c, G)
difference = (G[None] - G[:, None]) % BOX
flat = np.ravel_multi_index(np.moveaxis(difference, -1, 0), (BOX,) * 3).ravel()
fft_error = 0.0
for i, j in product(range(6), repeat=2):
    w = (c[i].conj()[:, None] * c[j][None]).ravel()
    direct = (np.bincount(flat, w.real, BOX**3)
              + 1j * np.bincount(flat, w.imag, BOX**3))
    fft_error = max(fft_error, np.max(abs(direct - C[i, j].ravel())))
assert fft_error < 1e-12

# Tetrahedral operations, and cubic operations needing a translation
support = lattice(4 * PRODUCTION)
td_error = 0.0
cubic_difference = 0.0
phase_error = 0.0
count_td = 0
for order in permutations(range(3)):
    for signs in product((-1, 1), repeat=3):
        R = np.diag(signs) @ np.eye(3, dtype=int)[list(order)]
        image = support @ R.T
        target = [int(np.argmax(DIR @ (R @ d))) for d in DIR]
        tetrahedral = np.prod(signs) == 1
        count_td += int(tetrahedral)
        for i, j in product(range(6), repeat=2):
            old = C[i, j][tuple(support.T)]
            new = C[target[i], target[j]][tuple(image.T)]
            deviation = np.max(abs(new - old))
            if tetrahedral:
                td_error = max(td_error, deviation)
            else:
                cubic_difference = max(cubic_difference, deviation)
                phase = np.exp(0.5j * np.pi * image.sum(axis=1))
                eta = np.vdot(old, new * phase) / np.vdot(old, old)
                phase_error = max(phase_error, abs(abs(eta) - 1),
                                  np.max(abs(new * phase - eta * old)))
assert count_td == 24 and td_error < 1e-8
assert phase_error < 1e-8 and cubic_difference > 0.01
forbidden = max(abs(C[0, 0, 2, 0, 0]), abs(C[0, 1, 2, 0, 0]))
assert forbidden < 1e-9

# Effective-mass donor envelope
EPS = 11.7


def envelope_energy(a, b):
    ecc = np.sqrt(1 - (b / a)**2)
    return (1 / (3 * m_t * a**2) + 1 / (6 * m_l * b**2)
            - np.arcsin(ecc) / (EPS * a * ecc))


def optimise(energy):
    def guarded(x):
        if x[0] <= 0 or not 0 < x[1] < 0.9999:
            return 1e3
        return energy(x[0], x[0] * x[1])
    fit = minimize(guarded, [2.4 / NM, 0.6], method="Nelder-Mead",
                   options={"xatol": 1e-7, "fatol": 1e-13, "maxiter": 600})
    assert fit.success
    return fit.x[0], fit.x[0] * fit.x[1], fit.fun


a_env, b_env, em_energy = optimise(envelope_energy)
F02 = 1 / (np.pi * a_env**2 * b_env)
x, wx = np.polynomial.legendre.leggauss(200)
mu, wm = np.polynomial.legendre.leggauss(60)
r = (10 * a_env * (x + 1))[:, None]
mu = ((mu + 1) / 2)[None]
weight = (10 * a_env * wx)[:, None] * (wm / 2)[None] * 4 * np.pi * r**2
rho, z = r * np.sqrt(1 - mu**2), r * mu


def F(rho, z):
    return np.sqrt(F02) * np.exp(-np.sqrt((rho / a_env)**2 + (z / b_env)**2))


tiny = 1e-20
d_rho = F(rho + 1j * tiny, z).imag / tiny
d_z = F(rho, z + 1j * tiny).imag / tiny
density = F(rho, z)**2
direct_energy = np.sum(weight * (d_rho**2 / (2 * m_t) + d_z**2 / (2 * m_l)
                                 - density / (EPS * r)))
assert abs(np.sum(weight * density) - 1) < 1e-6
assert abs(direct_energy / em_energy - 1) < 1e-5

# Gaussian core: reciprocal sum against real-space integration
U0_EV, WIDTH_NM = 1.0, 0.1
U0, width = U0_EV * 1000 / MEV, WIDTH_NM / NM


def gaussian(q2):
    return -U0 * (2 * np.pi)**1.5 * width**3 * np.exp(-q2 * width**2 / 2)


W = F02 * np.array([[element(C, i, j, k0, gaussian) for j in range(6)]
                    for i in range(6)])
spacing = width / 2
line = spacing * np.arange(-12, 13)
points = np.array(np.meshgrid(line, line, line, indexing="ij")).reshape(3, -1).T
psi = np.exp(1j * K * (points @ G.T)) @ c.T
psi *= np.exp(1j * K * k0 * (points @ DIR.T))
core = -U0 * np.exp(-(points**2).sum(axis=1) / (2 * width**2))
W_real = F02 * spacing**3 * (psi.conj().T @ (core[:, None] * psi))
core_error = np.max(abs(W - W_real)) / np.max(abs(W))
assert core_error < 1e-5
D, g, f = W[0, 0].real, W[0, 1].real, W[0, 2].real
A1, T2, E = D + g + 4 * f, D - g, D + g - 2 * f
assert np.allclose(np.linalg.eigvalsh(W), np.sort([A1, T2, T2, T2, E, E]),
                   rtol=0, atol=1e-7 * np.max(abs(W)))


def a1_shift(C, k0):
    parts = [element(C, 0, j, k0, gaussian).real for j in (0, 1, 2)]
    return F02 * (parts[0] + parts[1] + 4 * parts[2])


# Basis convergence
runs = {}
for cutoff in (20, 32, PRODUCTION, REFERENCE):
    kc, ec, cc, Gc, Vc = valley_model(FORM, cutoff)
    Cc = overlap_factors(cc, Gc)
    runs[cutoff] = (len(Gc), kc, Cc[0].copy(), a1_shift(Cc, kc))
errors = {n: np.max(abs(runs[n][2] - runs[REFERENCE][2])) for n in runs}
assert errors[PRODUCTION] < 1e-3
assert errors[PRODUCTION] < errors[20] / 2
assert abs(runs[PRODUCTION][3] / runs[REFERENCE][3] - 1) < 0.01

# Sizes of neglected effects
squares = points**2
r2 = squares.sum(axis=1)


def finite_core(a, b):
    amplitude = np.zeros(len(points), complex)
    for axis in range(3):
        s = np.sqrt((r2 - squares[:, axis]) / a**2 + squares[:, axis] / b**2)
        amplitude += np.exp(-s) * (psi[:, 2 * axis] + psi[:, 2 * axis + 1])
    return spacing**3 * np.sum(core * abs(amplitude)**2) / (6 * np.pi * a**2 * b)


A1_finite = finite_core(a_env, b_env)
a_new, b_new, relaxed = optimise(lambda a, b: envelope_energy(a, b)
                                 + finite_core(a, b))
assert relaxed <= em_energy + A1_finite + 1e-12
coulomb = F02 * (element(C, 0, 1, k0, lambda q2: -4 * np.pi / (EPS * q2)).real
                 + 4 * element(C, 0, 2, k0,
                               lambda q2: -4 * np.pi / (EPS * q2)).real)
sensitivity = {}
for shell in FORM:
    changed = dict(FORM)
    changed[shell] += 0.01
    kc, ec, cc, Gc, Vc = valley_model(changed, PRODUCTION)
    sensitivity[shell] = (kc - k0,
                          (a1_shift(overlap_factors(cc, Gc), kc) - A1) * MEV)

print(f"Lattice constant {LATTICE_NM:.3f} nm; 2pi/a = {K/NM:.4f} 1/nm")
print("Form factors (Ry), squared G 3, 8, 11:", *FORM.values())
print(f"Production cutoff {PRODUCTION}, plane waves {len(G)}")
print(f"Valley k0 = {k0:.5f} (2pi/a) = {k0*K/NM:.4f} 1/nm")
print(f"Indirect gap = {(edge-valence)*MEV/1000:.4f} eV")
print(f"Masses (electron mass): longitudinal {m_l:.4f}, transverse {m_t:.4f}")
print(f"Cell-normalised pseudo-density at atom = {abs(c[0].sum())**2:.5f}")
print("Coefficients of +x valley: G, real, imaginary")
for vector in ((0, 0, 0), (-1, 1, 1), (-1, 1, -1), (-2, 0, 0)):
    value = c[0][np.where((G == vector).all(axis=1))[0][0]]
    print(f"  {vector}: {value.real:+.5f} {value.imag:+.5f}")
print("Overlap factors: pair, G, transfer q (1/nm), real, imaginary")
selected = [("same", 0, (1, 1, 1)), ("same", 0, (2, 2, 0)),
            ("opposite", 1, (0, 0, 0)), ("opposite", 1, (1, 1, 1)),
            ("opposite", 1, (4, 0, 0)), ("perpendicular", 2, (0, 0, 0)),
            ("perpendicular", 2, (1, -1, 1)), ("perpendicular", 2, (1, -1, -1)),
            ("perpendicular", 2, (2, 0, 0)), ("perpendicular", 2, (2, -2, 0))]
for name, j, vector in selected:
    q = np.linalg.norm(k0 * (DIR[j] - DIR[0]) + vector) * K / NM
    value = C[(0, j) + vector]
    print(f"  {name} {vector}: {q:.3f} {value.real:+.5f} {value.imag:+.5f}")
print(f"Forbidden (2,0,0) factor, largest magnitude = {forbidden:.1e}")
print(f"Its opposite-valley transfer = {2*(1-k0)*K/NM:.3f} 1/nm")
print(f"Reciprocal vectors in full support = {len(support)}")
print(f"FFT versus explicit sum, largest error = {fft_error:.1e}")
print(f"Tetrahedral symmetry, largest error = {td_error:.1e}")
print(f"Other cubic operations: without phase {cubic_difference:.4f}, "
      f"with phase {phase_error:.1e}")
print("Cutoff: plane waves, k0 (2pi/a), largest C error, A1 shift (meV)")
for n, (size, kc, unused, shift) in runs.items():
    print(f"  {n}: {size}, {kc:.6f}, {errors[n]:.2e}, {shift*MEV:.5f}")
print(f"Core depth {U0_EV:.1f} eV, width {WIDTH_NM:.2f} nm; permittivity {EPS}")
print(f"Envelope radii: transverse {a_env*NM:.4f}, longitudinal {b_env*NM:.4f} nm")
print(f"Envelope density at origin = {F02/NM**3:.5f} 1/nm^3")
print(f"Effective-mass energy = {em_energy*MEV:.3f} meV")
print(f"Core elements D, g, f = {D*MEV:.5f}, {g*MEV:.5f}, {f*MEV:.5f} meV")
print(f"Core shifts A1, T2, E = {A1*MEV:.5f}, {T2*MEV:.5f}, {E*MEV:.5f} meV")
print(f"Core matrix, reciprocal versus real space = {core_error:.1e} relative")
for n2 in (0, 3, 4, 8, 12):
    part = F02 * element(C, 0, 2, k0, gaussian, n2).real * MEV
    print(f"f from squared G up to {n2}: {part:.5f} meV")
print(f"A1 core shift with varying envelope = {A1_finite*MEV:.4f} meV")
print(f"A1 energy: first order {(em_energy+A1_finite)*MEV:.3f}, "
      f"relaxed {relaxed*MEV:.3f} meV")
print(f"Relaxed radii: {a_new*NM:.4f}, {b_new*NM:.4f} nm")
print(f"Intervalley Coulomb A1 shift: screened {coulomb*MEV:.3f}, "
      f"unscreened {coulomb*EPS*MEV:.3f} meV")
for shell, (dk, da) in sensitivity.items():
    print(f"Form factor {shell} +0.01 Ry: k0 {dk:+.5f} (2pi/a), A1 {da:+.4f} meV")
print(f"Thermal energy at 300 K = {boltzmann*300/charge*1000:.2f} meV")
print("checks complete")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 228, in <module>
    assert core_error < 1e-5
           ^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The failed assertion compares the reciprocal-space core matrix with a real-space grid sum, and the fault lies in that grid. Its spacing of half the core width folds density waves near wavevector 4π/s, which the products of Bloch functions do contain, back onto small wavevectors where the Gaussian core is strong. The spacing is now one third of the core width, evaluated in blocks to save memory; the finite-core envelope calculation uses this finer grid too. The tolerance stays at 1e-5 and no test is removed; the old grid's error is still computed and printed, and a new assertion requires the finer grid to reduce it at least tenfold, so the diagnosis is itself tested.

The change:

```diff
@@ -216,15 +216,29 @@
 
 
+def real_space(divisions):
+    """Core, Bloch states and core matrix on a grid of spacing width/divisions.
+
+    A grid cannot distinguish wavevectors differing by 2 pi/spacing, so this
+    spacing must resolve the rapid waves in products of Bloch functions.
+    """
+    spacing = width / divisions
+    line = spacing * np.arange(-6 * divisions, 6 * divisions + 1)
+    points = np.array(np.meshgrid(line, line, line,
+                                  indexing="ij")).reshape(3, -1).T
+    psi = np.concatenate([np.exp(1j * K * (block @ G.T)) @ c.T
+                          for block in np.array_split(points, 16)])
+    psi *= np.exp(1j * K * k0 * (points @ DIR.T))
+    core = -U0 * np.exp(-(points**2).sum(axis=1) / (2 * width**2))
+    matrix = F02 * spacing**3 * (psi.conj().T @ (core[:, None] * psi))
+    return spacing, points, psi, core, matrix
+
+
 W = F02 * np.array([[element(C, i, j, k0, gaussian) for j in range(6)]
                     for i in range(6)])
-spacing = width / 2
-line = spacing * np.arange(-12, 13)
-points = np.array(np.meshgrid(line, line, line, indexing="ij")).reshape(3, -1).T
-psi = np.exp(1j * K * (points @ G.T)) @ c.T
-psi *= np.exp(1j * K * k0 * (points @ DIR.T))
-core = -U0 * np.exp(-(points**2).sum(axis=1) / (2 * width**2))
-W_real = F02 * spacing**3 * (psi.conj().T @ (core[:, None] * psi))
+coarse_error = np.max(abs(W - real_space(2)[4])) / np.max(abs(W))
+spacing, points, psi, core, W_real = real_space(3)
 core_error = np.max(abs(W - W_real)) / np.max(abs(W))
 assert core_error < 1e-5
+assert core_error < coarse_error / 10
 D, g, f = W[0, 0].real, W[0, 1].real, W[0, 2].real
 A1, T2, E = D + g + 4 * f, D - g, D + g - 2 * f
@@ -252,4 +266,5 @@
 squares = points**2
 r2 = squares.sum(axis=1)
+axis_states = [psi[:, 2 * axis] + psi[:, 2 * axis + 1] for axis in range(3)]
 
 
@@ -258,5 +273,5 @@
     for axis in range(3):
         s = np.sqrt((r2 - squares[:, axis]) / a**2 + squares[:, axis] / b**2)
-        amplitude += np.exp(-s) * (psi[:, 2 * axis] + psi[:, 2 * axis + 1])
+        amplitude += np.exp(-s) * axis_states[axis]
     return spacing**3 * np.sum(core * abs(amplitude)**2) / (6 * np.pi * a**2 * b)
 
@@ -314,5 +329,6 @@
 print(f"Core elements D, g, f = {D*MEV:.5f}, {g*MEV:.5f}, {f*MEV:.5f} meV")
 print(f"Core shifts A1, T2, E = {A1*MEV:.5f}, {T2*MEV:.5f}, {E*MEV:.5f} meV")
-print(f"Core matrix, reciprocal versus real space = {core_error:.1e} relative")
+print(f"Core matrix, reciprocal versus real space: relative error "
+      f"{coarse_error:.1e} at spacing s/2, {core_error:.1e} at s/3")
 for n2 in (0, 3, 4, 8, 12):
     part = F02 * element(C, 0, 2, k0, gaussian, n2).real * MEV
```

Output now:

```
Lattice constant 0.543 nm; 2pi/a = 11.5712 1/nm
Form factors (Ry), squared G 3, 8, 11: -0.21 0.04 0.08
Production cutoff 52, plane waves 411
Valley k0 = 0.85367 (2pi/a) = 9.8780 1/nm
Indirect gap = 0.8202 eV
Masses (electron mass): longitudinal 0.8733, transverse 0.1844
Cell-normalised pseudo-density at atom = 0.72290
Coefficients of +x valley: G, real, imaginary
  (0, 0, 0): -0.36847 -0.00000
  (-1, 1, 1): +0.31560 -0.31560
  (-1, 1, -1): +0.31560 +0.31560
  (-2, 0, 0): +0.00000 -0.00000
Overlap factors: pair, G, transfer q (1/nm), real, imaginary
  same (1, 1, 1): 20.042 -0.02341 -0.02341
  same (2, 2, 0): 32.728 -0.11320 -0.00000
  opposite (0, 0, 0): 19.756 -0.15994 -0.00000
  opposite (1, 1, 1): 18.297 -0.25119 -0.25119
  opposite (4, 0, 0): 26.529 +0.02010 +0.00000
  perpendicular (0, 0, 0): 13.970 +0.41670 -0.00000
  perpendicular (1, -1, 1): 11.816 -0.19423 +0.19423
  perpendicular (1, -1, -1): 11.816 -0.19423 -0.19423
  perpendicular (2, 0, 0): 16.538 +0.00000 +0.00000
  perpendicular (2, -2, 0): 18.759 +0.32457 -0.00000
Forbidden (2,0,0) factor, largest magnitude = 1.7e-14
Its opposite-valley transfer = 3.386 1/nm
Reciprocal vectors in full support = 3143
FFT versus explicit sum, largest error = 1.0e-15
Tetrahedral symmetry, largest error = 5.9e-14
Other cubic operations: without phase 0.5650, with phase 5.9e-14
Cutoff: plane waves, k0 (2pi/a), largest C error, A1 shift (meV)
  20: 113, 0.852682, 7.13e-03, -0.52309
  32: 181, 0.853654, 9.59e-04, -0.52468
  52: 411, 0.853668, 6.16e-05, -0.52460
  100: 1067, 0.853669, 0.00e+00, -0.52460
Core depth 1.0 eV, width 0.10 nm; permittivity 11.7
Envelope radii: transverse 2.5191, longitudinal 1.4553 nm
Envelope density at origin = 0.03446 1/nm^3
Effective-mass energy = -28.577 meV
Core elements D, g, f = -0.52901, 0.04800, -0.01090 meV
Core shifts A1, T2, E = -0.52460, -0.57701, -0.45922 meV
Core matrix, reciprocal versus real space: relative error 2.0e-05 at spacing s/2, 1.8e-09 at s/3
f from squared G up to 0: -0.08525 meV
f from squared G up to 3: 0.02602 meV
f from squared G up to 4: 0.02602 meV
f from squared G up to 8: -0.00912 meV
f from squared G up to 12: -0.01078 meV
A1 core shift with varying envelope = -0.4698 meV
A1 energy: first order -29.046, relaxed -29.064 meV
Relaxed radii: 2.4604, 1.4155 nm
Intervalley Coulomb A1 shift: screened -0.165, unscreened -1.932 meV
Form factor 3 +0.01 Ry: k0 +0.00558 (2pi/a), A1 -0.0065 meV
Form factor 8 +0.01 Ry: k0 +0.00128 (2pi/a), A1 +0.0023 meV
Form factor 11 +0.01 Ry: k0 -0.00225 (2pi/a), A1 +0.0096 meV
Thermal energy at 300 K = 25.85 meV
checks complete
```
